# Step capture versus surfactant exchange of adatoms on a terrace

A growth calculation for a surfactant-covered vicinal surface must decide where the deposited atoms go. If nearly all reach the steps, it is enough to follow the steps. If many first exchange places with surfactant atoms, the calculation also needs a population buried on the terraces. For a dopant dose too small to move the steps appreciably, the same count, made with the dopant's own rates, tells what share of its atoms reaches the step edges and what share is buried on the terrace. In the model below it depends on one ratio, terrace width to diffusion length.

## Setting and assumptions

A terrace occupies \(-L/2<x<L/2\) between two straight, parallel steps. Adatoms move on top of the surfactant layer. Motion parallel to the steps changes neither the distance to a step nor the exchange rate, so the coordinate \(x\) suffices. The assumptions are:

1. Atoms land uniformly across the terrace.
2. Each adatom diffuses independently, with mean square displacement \(2Dt\) along \(x\).
3. Each adatom exchanges with the surfactant at a constant rate \(k>0\), the same at every position. Exchange removes it permanently from the mobile population.
4. Both steps absorb every adatom that arrives, and they move negligibly during an adatom's lifetime.
5. There is no desorption, and neither other adatoms nor exchanged atoms capture an adatom.

Define
\[
\lambda=\sqrt{D/k},\qquad a=\frac{L}{2\lambda}.
\]
In a time \(1/k\) the mean square displacement along \(x\) is \(2\lambda^2\), so \(\lambda\) measures how far an adatom wanders before exchange.

**Theorem.** Under assumptions 1–5, the fraction of deposited atoms that reach a step before exchanging is
\[
f=\frac{\tanh a}{a}.
\]
In steady deposition, \(f\) is the ratio of the arrival rate at the two steps to the deposition rate. For a deposition pulse of any time profile, it is the ratio of expected totals after all adatoms have disappeared.

## The fate of one adatom

**Lemma 1.** An adatom at \(x\) reaches a step before exchange with probability
\[
p(x)=\frac{\cosh(x/\lambda)}{\cosh a}.
\]

*Proof.* Represent diffusion during a short time \(\delta t\) by a displacement \(+\delta\) or \(-\delta\), each with probability one half. The required mean square displacement gives \(\delta^2=2D\,\delta t\). The atom avoids exchange with probability \(1-k\,\delta t\), to first order. Therefore
\[
p(x)=(1-k\,\delta t)\,\tfrac12\left[p(x+\delta)+p(x-\delta)\right].
\]
In the Taylor expansion of the bracket the odd terms cancel:
\[
\tfrac12[p(x+\delta)+p(x-\delta)]
=p+\tfrac12\delta^2p''+\cdots
=p+D\,\delta t\,p''+\cdots .
\]
Inserting this, cancelling \(p\), dividing by \(\delta t\) and letting \(\delta t\to0\) gives
\[
Dp''=kp,\qquad\text{or}\qquad p''=p/\lambda^2 .
\]
An atom already at a step has succeeded, so \(p(\pm L/2)=1\). The general solution is \(A\cosh(x/\lambda)+B\sinh(x/\lambda)\). Equal values at the two ends require \(B=0\), and the value 1 requires \(A=1/\cosh a\).

This solution is unique. The difference \(u\) of two solutions obeys \(Du''=ku\) and vanishes at both ends. Multiplying by \(u\) and integrating by parts gives
\[
-D\int_{-L/2}^{L/2}(u')^2dx=k\int_{-L/2}^{L/2}u^2dx.
\]
The left side cannot be positive and the right side cannot be negative, so \(u=0\). ∎

*Proof of the theorem.* Uniform landing means that \(f\) is the average of \(p\):
\[
f=\frac1L\int_{-L/2}^{L/2}\frac{\cosh(x/\lambda)}{\cosh a}\,dx
=\frac{\lambda}{L\cosh a}\left[\sinh(x/\lambda)\right]_{-L/2}^{L/2}.
\]
The bracket equals \(2\sinh a\), because sinh is odd. Hence
\[
f=\frac{2\lambda}{L}\tanh a=\frac{\tanh a}{a}.
\]
The probability \(p(x)\) does not depend on the landing time. For a uniform flux \(F(t)\) per unit area, the expected number reaching the steps, per unit step length, is
\[
\int F(t)\,dt\int_{-L/2}^{L/2}p(x)\,dx=fL\int F(t)\,dt .
\]
Division by the deposited number, \(L\int F\,dt\), gives \(f\). In steady deposition, losses balance arrivals and the same fraction of each second's deposit ends at the steps. ∎

During the start or end of a pulse the instantaneous ratio of rates can differ from \(f\), because the mobile population is filling or emptying. A numerical test used \(a=1.5\), 100 rows and a Gaussian pulse with flux proportional to \(\exp\{-[(kt-3)/0.5]^2\}\). The totals gave 0.6035, against 0.6034 from the formula.

## The steady density

**Lemma 2.** For constant \(F\), the steady adatom density is
\[
n(x)=\frac Fk\left[1-\frac{\cosh(x/\lambda)}{\cosh a}\right],
\]
and the mean lifetime of a deposited adatom is \(\tau=(1-f)/k\).

*Proof.* The diffusion current in the positive direction is \(-Dn'\). Its net inflow per unit length, together with deposition and exchange, gives
\[
\frac{\partial n}{\partial t}=Dn''+F-kn .
\]
In the steady state the left side is zero. Perfect absorption requires \(n(\pm L/2)=0\). The constant \(F/k\) is a particular solution. Adding \(C\cosh(x/\lambda)\), the even solution without deposition, and imposing the boundary values gives \(C=-(F/k)/\cosh a\).

The outward current at the right step is
\[
-Dn'(L/2)=\frac{DF}{k\lambda}\tanh a=F\lambda\tanh a,
\]
where \(D/k=\lambda^2\) was used. The left step receives the same current. Together they receive \(2F\lambda\tanh a=fFL\), which confirms the theorem by a separate count.

The remaining deposit exchanges, so \(k\int n\,dx=(1-f)FL\). In a steady state the number present equals the arrival rate times the mean lifetime, \(\int n\,dx=FL\tau\). Hence \(\tau=(1-f)/k\). ∎

## Narrow and wide terraces

The fraction decreases as \(a\) increases:
\[
\frac{df}{da}=\frac{a/\cosh^2a-\tanh a}{a^2}
=\frac{2a-\sinh 2a}{2a^2\cosh^2a}<0\qquad(a>0),
\]
since \(\sinh 2a>2a\).

**Narrow terrace.** For \(a\ll1\), \(\tanh a=a-a^3/3+\cdots\), so
\[
f\simeq1-\frac{a^2}{3}=1-\frac{kL^2}{12D}.
\]
The correction is the exchange rate times the mean escape time without exchange. That time, \(T(x)\), obeys \(DT''=-1\) and vanishes at the steps, because each short interval \(\delta t\) adds itself to the time still to come. Thus
\[
T(x)=\frac{L^2/4-x^2}{2D}.
\]
The terrace average of \(x^2\) is \(L^2/12\), so the average escape time is \((L^2/4-L^2/12)/(2D)=L^2/(12D)\).

**Wide terrace.** For \(a\gg1\), \(\tanh a\to1\) and
\[
f\simeq\frac1a=\frac{2\lambda}{L}.
\]
Each step then collects as many atoms as land in a strip of width \(\lambda\). The strip is an effective width. Near a step, Lemma 1 gives an atom landing at distance \(d\) from it the arrival probability \(e^{-d/\lambda}\), so some atoms from inside the strip are lost and some from outside it arrive.

**Unequal terraces.** For widths \(L_i\), the fraction for the whole surface is weighted by deposited atoms:
\[
f_{\rm all}=\frac{\sum_iL_if(L_i)}{\sum_iL_i}
=\frac{\sum_i2\lambda\tanh(L_i/2\lambda)}{\sum_iL_i}.
\]
The second derivative of \(\tanh y\) is \(-2\tanh y/\cosh^2y\), negative for \(y>0\). The average of tanh therefore cannot exceed tanh of the average. At fixed mean width, \(D\) and \(k\), unequal terraces deliver no larger a fraction to steps than equal ones.

## A step that does not absorb

**Proposition.** If the left step absorbs perfectly and the right step reflects perfectly, then
\[
f_{\rm one}=\frac{\tanh(2a)}{2a}.
\]

*Proof.* The equation \(p''=p/\lambda^2\) is unchanged. The conditions become \(p(-L/2)=1\) and \(p'(L/2)=0\), because reflection lets \(p\) be continued beyond the edge as its own mirror image, and a smooth function that is even about a point has zero slope there. They are satisfied by
\[
p(x)=\frac{\cosh[(L/2-x)/\lambda]}{\cosh(L/\lambda)}.
\]
Its terrace average is \((\lambda/L)\tanh(L/\lambda)\). Since \(L/\lambda=2a\), the result follows. ∎

Reflection makes the terrace equivalent to half of one twice as wide with two absorbing steps. The theorem thus needs good attachment from both sides, which the diffusion length alone does not guarantee.

## From barriers to diffusion length

Consider a triangular lattice of adatom sites with spacing \(b\), and let \(\Gamma\) be the total rate of hops to the six neighbours. Take the steps parallel to a close-packed row. Two of the six hops stay in the row; four change \(x\) by the row gap \(h=\sqrt3\,b/2\). The mean square displacement along \(x\) per hop is
\[
\frac46h^2=\frac46\cdot\frac34b^2=\frac{b^2}{2}.
\]
In time \(t\) there are on average \(\Gamma t\) independent hops, so \(2Dt=\Gamma tb^2/2\) and \(D=\Gamma b^2/4\).

Let \(\Gamma=\nu e^{-E_d/k_BT}\) and \(k=\nu e^{-E_x/k_BT}\), with a common prefactor \(\nu\), diffusion barrier \(E_d\) and exchange barrier \(E_x\). Then
\[
\lambda=\frac b2\sqrt{\frac\Gamma k}
=\frac b2\exp\left(\frac{E_x-E_d}{2k_BT}\right).
\]
The common prefactor cancels. If \(E_x>E_d\), heating shortens \(\lambda\), because exchange speeds up by a larger factor than diffusion.

## A small silicon dose on an antimony-covered surface

Take a first dose of Si on Sb-terminated Si(111) at 500 K, where \(k_BT=0.0431\) eV. The model barriers are \(E_d=0.5\) eV and \(E_x=0.8\) eV, with \(\nu=10^{13}\ \mathrm{s^{-1}}\). The site spacing is \(b=0.384\) nm. A terrace of 54 rows has \(L=17.96\) nm, which corresponds to a miscut of 1.00° for bilayer steps. The whole number of rows is a model choice: successive Si(111) bilayers are shifted sideways by a third of a row gap, so the nearest real spacings of single-bilayer steps are \(53\tfrac23\) and \(54\tfrac13\) row gaps, which moves \(f\) below by about \(\pm0.003\).

The rates are \(\Gamma=9.125\times10^7\ \mathrm{s^{-1}}\) and \(k=8.637\times10^4\ \mathrm{s^{-1}}\). Hence
\[
D=\frac{(9.125\times10^7)(0.384)^2}{4}
=3.36\times10^6\ \mathrm{nm^2/s},
\]
or \(3.36\times10^{-8}\ \mathrm{cm^2/s}\), and
\[
\lambda=\sqrt{\frac{3.364\times10^6}{8.637\times10^4}}=6.24\ \mathrm{nm},
\qquad
a=\frac{17.96}{2(6.241)}=1.439 .
\]
The theorem gives
\[
f=\frac{0.8934}{1.439}=0.621 .
\]
About 62% of the atoms reach a step and 38% exchange first. A calculation that sends every atom to a step would misplace more than a third of this dose. An atom landing at the centre has probability \(1/\cosh a=0.45\) of reaching a step. The mean lifetime is \(0.379/k=4.39\) microseconds.

This terrace lies between the two limits: the narrow-terrace estimate is 0.31 and the wide-terrace estimate 0.70. A test with 40,000 random walks on the triangular lattice, using the same rates, gave \(0.620\pm0.002\) (one standard error) and a lifetime of 4.39 microseconds.

The barriers limit the prediction far more than this sampling error. With temperature and terrace width held fixed, changing \(E_x-E_d\) from 0.30 to 0.25 eV lowers \(f\) to 0.38; changing it to 0.35 eV raises \(f\) to 0.83. With barriers and width held fixed, \(f\) is 0.77 at 450 K and 0.49 at 550 K, both counted as first fates.

## Where the assumptions enter

**Attachment and discrete rows.** On the atomic rows, hops to each adjacent row occur at rate \(w=\Gamma/3\), since two of six hops lead there. Weighting the possible next events by their rates gives, for an interior row \(j\),
\[
(2w+k)p_j=w(p_{j-1}+p_{j+1}).
\]
If an extra barrier multiplies the hop rate into a step by \(s\), the row beside it obeys
\[
(w+sw+k)p_1=wp_2+sw,
\]
with the mirror equation at the other end. One row in each period of 54 belongs to a step, and atoms landing there count as captured, so \(f=(1+\sum_{j=1}^{53}p_j)/54\).

For \(s=1\) the numerical solution is 0.6212, against 0.6210 in the continuum; row discreteness is unimportant here. An extra barrier of 0.1 eV at both steps gives \(s=0.098\) and lowers \(f\) to 0.44, a reduction of 29% relative to the perfect-step value. One fully reflecting step, with the other perfect, gives 0.35.

**Exchanged atoms as sinks.** Suppose an exchanged atom captures every adatom reaching radius \(b\). Far from it the density is \(n_\infty=F/k\), if the terrace edges are ignored. The steady radial equation is
\[
D\left(n''+\frac{n'}r\right)-kn+F=0,\qquad n(b)=0 .
\]
Its solution approaching \(n_\infty\) is
\[
n=n_\infty\left[1-\frac{K_0(r/\lambda)}{K_0(b/\lambda)}\right],
\]
where \(K_0\) and \(K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the inward current through the circle is
\[
2\pi bDn'(b)=\sigma Dn_\infty,\qquad
\sigma=2\pi z\frac{K_1(z)}{K_0(z)},\quad z=\frac b\lambda .
\]
Here \(\sigma=2.15\). In a mean-field estimate, a uniform density \(N\) of such sinks adds \(\sigma DN\) to the loss rate \(k\), a relative increase of \(\sigma N\lambda^2\).

Let 1 ML mean one atom per triangular site, of area 0.1277 nm². After a dose of \(10^{-4}\) ML,
\[
N=\frac{0.379\times10^{-4}}{0.1277}=2.97\times10^{-4}\ \mathrm{nm^{-2}},
\]
and the estimated added loss is 2.5% of \(k\). Replacing \(a\) by \(a\sqrt{1.025}\) changes \(f\) from 0.621 to 0.616 at the end of the dose. On the same estimate the added loss reaches 10% at about \(4\times10^{-4}\) ML. These figures are rough: the estimate spreads the sinks uniformly and ignores the terrace edges, whereas exchanged atoms gather near the terrace centre, where adatoms are also densest, so the capture is larger. On the triangular lattice of 54 rows, with each sink taken as a site and its six neighbours and the sinks distributed as \(n(x)\), capture is about 3.2% of exchange after \(10^{-4}\) ML, \(f\) falls to 0.615, and 10% is reached near \(3\times10^{-4}\) ML. If exchanged atoms capture this efficiently, the theorem describes the first small dose and cannot be carried over to a whole layer.

**Reverse exchange.** The theorem counts an atom's first fate, which a later return does not alter. The final position can change. With a rough reverse barrier of 1.6 eV and the same prefactor, the mean wait is about 1300 s. At 0.01 ML/s the dose lasts 0.01 s, so the return probability in that time is at most about \(7\times10^{-6}\). The time that matters for the final position is the time until burial. At the same flux one bilayer (2 ML) takes 200 s, in which about 14% of the exchanged atoms return. If the steps remain the only other sinks, the share at the steps rises from 0.62 to about 0.65 in that time.

**Encounters, moving steps and start-up.** The highest adatom coverage is \(6.4\times10^{-8}\) ML. For two mobile adatoms the relative diffusion coefficient is \(2D\) and the pair is lost at rate \(2k\), so \(\lambda\) and \(\sigma\) are unchanged. The estimate \(2D\sigma n(0)\tau\) gives \(3\times10^{-5}\) encounters per adatom. The ratio \(FL^2/D\), with \(F\) in ML/s, compares step advance with diffusion across the terrace; it is about \(10^{-6}\). The slowest density disturbance, \(\cos(\pi x/L)\), decays at rate \(k+\pi^2D/L^2\), hence in 5.3 microseconds, much less than the dose time.

**The real surface.** A miscut near 1° is a practical one. The site spacing \(b\) is that of the unreconstructed silicon surface. An antimony layer can order with a period \(\sqrt3\) times longer; if the adatom hops were longer by the same factor, with unchanged rates, \(\lambda\) would grow by \(\sqrt3\) and \(f\) would be 0.82 instead of 0.62. The barriers and prefactor are rough model values, not measurements of this surface. The equal prefactors matter as well: with the same barriers, a total hop rate six times larger would raise \(f\) at 500 K from 0.62 to 0.90. The temperature is low for growing good Si(111) layers, and the flux is low for ordinary molecular beam epitaxy; within the model \(f\) does not depend on the flux. At higher temperature reverse exchange, having the largest barrier here, accelerates by the largest factor. Its mean wait falls to about 46 s at 550 K, 0.03 s at 700 K and 1.2 ms at 800 K. With these barriers removal is not permanent at 550 K over the 200 s needed to deposit a bilayer at this flux, and at 700 K and above it is not permanent even over the 0.01 s of the dose. A surfactant can also passivate step edges, which breaks the assumption of perfect absorption; the 0.1 eV case shows a shift from 0.62 to 0.44. A terrace width chosen from \(\tanh a/a\) is therefore justified for a small dose, with known barriers, prefactors and hop length, slow reverse exchange and efficient attachment at both steps. The numerical output lists the main values used here.

## Table of computed values

```
Temperature: 500 K; thermal energy: 0.04309 eV
Diffusion barrier: 0.50 eV; exchange barrier: 0.80 eV
Reverse-exchange barrier: 1.60 eV
Common rate prefactor: 1.0e+13 1/s
Surface site spacing b: 0.3840 nm; row gap: 0.3326 nm
Area per site: 0.1277 nm^2
Bilayer step height: 0.3136 nm; miscut: 1.000 degrees
Rows per terrace: 54; terrace width L: 17.959 nm
Total hop rate: 9.1248e+07 1/s
Exchange rate k: 8.6368e+04 1/s; 1/k: 11.578 microseconds
Diffusion coefficient D: 3.3643e+06 nm^2/s = 3.3643e-08 cm^2/s
Diffusion length lam: 6.2412 nm
Ratio a: 1.4388; tanh(a): 0.8934
Fraction reaching steps f: 0.6210; exchanging: 0.3790
Hitting probability from terrace centre: 0.4492
Small-a estimate 1-a^2/3: 0.3100; large-a 1/a: 0.6950
Mean adatom lifetime: 4.388 microseconds
Random-walk fraction: 0.6204 +/- 0.0024
Random-walk lifetime: 4.387 microseconds
Number of random walkers: 40000
Largest error of finite-difference step flux: 7.5e-07
Pulse test at a=1.5: 0.60349; formula: 0.60343
f at 450 K: 0.7694
f at 550 K: 0.4873
f at 500 K for barrier difference 0.25 eV: 0.3845
f at 500 K for barrier difference 0.35 eV: 0.8282
f on discrete atomic rows: 0.62118; continuum: 0.62098
Extra step barrier: 0.10 eV; hop factor: 0.0982
f with this barrier at both steps: 0.4416
f with one reflecting step: 0.3453
Flux: 0.010 ML/s; dose: 1.0e-04 ML
Dose duration: 0.0100 s
Capture number of an exchanged atom: 2.1468
Exchanged-atom density after dose: 2.968e-04 1/nm^2
Capture by exchanged atoms / exchange rate: 0.0248
f at end of dose with these sinks: 0.6158
Dose at which sinks add 10% to loss: 4.03e-04 ML
Reverse-exchange rate: 7.460e-04 1/s; 1/rate: 1341 s
Reverse-exchange probability during dose: 7.46e-06
Peak adatom coverage: 6.378e-08 ML
Estimated encounters per adatom: 3.17e-05
Step-motion ratio F*L^2/D (F in ML/s): 9.59e-07
Start-up relaxation time: 5.282 microseconds
```
